# Hartke's Three-Dimensional Poole-Frenkel Emission Compared with the One-Dimensional Exponential, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: one centre with many directions of escape

A deep donor in the depletion layer of a silicon junction holds an electron. The electron is released thermally, and the resulting change of capacitance gives the emission rate. The layer also contains an electric field, often tens of kV/cm, and the rate rises with that field. If the donor is positively charged after emission, the departing electron feels a Coulomb attraction, and the field lowers the barrier formed by that attraction. Along the direction of the electric force the lowering is largest; sideways it is smaller; against the force there is none. The question is how much the total rate rises when all directions are counted, and how far the answer departs from an exponential that uses the largest lowering alone.

### The barrier along a ray

Let \(q>0\) be the elementary charge, so that the electron carries \(-q\). Let \(F\ge 0\) be the magnitude of a uniform field, \(\epsilon\) the static permittivity of the crystal and \(T\) the temperature. The polar angle \(\theta\) is measured from the direction of the electric force on the electron, which is opposite to the field vector. With the energy zero at the conduction-band edge far from the centre in the absence of a field, the potential energy at distance \(r\) is

\[
V(r,\theta)=-\frac{A}{r}-qFr\cos\theta,\qquad A=\frac{q^2}{4\pi\epsilon}.
\]

The second term is negative for \(\cos\theta>0\), because the force does work on an electron moving that way. The Coulomb form need hold only at the distances where the barrier lies; the deep binding itself comes from the core of the defect and enters through the measured binding energy \(E_b\).

Follow a straight ray at fixed \(\theta\) with \(\cos\theta>0\). The radial derivative is

\[
\frac{\partial V}{\partial r}=\frac{A}{r^2}-qF\cos\theta .
\]

It is positive at small \(r\), negative at large \(r\), and vanishes at

\[
r_m(\theta)=\sqrt{\frac{A}{qF\cos\theta}}=\frac{r_s}{\sqrt{\cos\theta}},\qquad r_s=\sqrt{\frac{A}{qF}} .
\]

This is therefore a maximum along the ray. At that point \(A/r_m=\sqrt{AqF\cos\theta}\), and \(qFr_m\cos\theta\) has the same value. The two terms add to

\[
V(r_m,\theta)=-2\sqrt{AqF\cos\theta}.
\]

Without a field the electron must reach \(V=0\). The barrier is thus lowered by

\[
\Delta(\theta)=\delta\sqrt{\cos\theta},\qquad
\delta=2\sqrt{AqF}=\sqrt{\frac{q^3F}{\pi\epsilon}},
\]

where the last form follows from \(4AqF=4q^3F/(4\pi\epsilon)\). If the core left behind has charge \(Zq\), then \(A\) is replaced by \(ZA\) and the lowering is multiplied by \(\sqrt Z\). Below, \(Z=1\) unless stated.

For \(\cos\theta<0\) both terms of \(\partial V/\partial r\) are positive. The potential rises without limit along the ray, and there is no maximum from which a rate could be computed.

### The rate assumptions

Two assumptions turn barriers into a rate. First, each element of solid angle \(d\Omega\) contributes independently, with an attempt rate \(\nu\,d\Omega/4\pi\) that does not depend on the field. At zero field this gives

\[
e(0)=\nu\, e^{-E_b/kT}.
\]

Secondly, the rays with \(\cos\theta<0\) keep their zero-field rate. This is a closure: it makes the model continuous at \(F=0\), but it does not follow from the potential.

Write \(\gamma=\delta/kT\). A down-field ray has its rate multiplied by \(\exp(\gamma\sqrt{\cos\theta})\). The solid angle is \(d\Omega=2\pi\sin\theta\,d\theta\), so the relative rate \(g=e(F)/e(0)\) is

\[
g(\gamma)=\frac12\int_0^{\pi/2}\sin\theta\;e^{\gamma\sqrt{\cos\theta}}\,d\theta+\frac12 .
\]

The final \(1/2\) is the up-field hemisphere. Put \(s=\sqrt{\cos\theta}\). Then \(\cos\theta=s^2\) and \(\sin\theta\,d\theta=-2s\,ds\). The limits \(0\) and \(\pi/2\) become \(1\) and \(0\); the minus sign reverses them, and the factor 2 cancels the factor \(1/2\):

\[
g(\gamma)=\frac12+\int_0^1 s\,e^{\gamma s}\,ds .
\]

Integration by parts gives

\[
\int_0^1 s\,e^{\gamma s}ds=\frac{e^\gamma}{\gamma}-\frac1\gamma\int_0^1e^{\gamma s}ds
=\frac{e^\gamma}{\gamma}-\frac{e^\gamma-1}{\gamma^2}.
\]

Hence

\[
\boxed{\;g(\gamma)=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2}\;}
\]

This is Hartke's result. The one-dimensional law assigns the largest lowering to the whole rate and gives \(e^\gamma\) instead.

### Low and high field

At low field, expand the exponential in the integral over \(s\):

\[
g=\frac12+\int_0^1\left(s+\gamma s^2+\frac{\gamma^2s^3}{2}+\cdots\right)ds
=1+\frac{\gamma}{3}+\frac{\gamma^2}{8}+\cdots .
\]

The one-dimensional law begins as \(1+\gamma\), so the initial slope against \(\sqrt F\) is three times smaller after averaging. This coefficient depends on the closure. Suppose, for comparison, that the up-field rates were reduced by \(\exp(-\gamma\sqrt{|\cos\theta|})\). The average would become \(\int_0^1 2s\cosh(\gamma s)\,ds=1+\gamma^2/4+\cdots\), with no linear term. The factor \(1/3\) is therefore a property of Hartke's closure as well as of the geometry.

At high field, division by \(e^\gamma\) gives, without approximation,

\[
\frac{g}{e^\gamma}=\frac1\gamma-\frac1{\gamma^2}+e^{-\gamma}\left(\frac12+\frac1{\gamma^2}\right).
\]

The leading exponential is shared, but the ratio of the two laws tends to zero as \(1/\gamma\). On a logarithmic plot the vertical gap between them grows as \(\ln\gamma\), although their slopes approach each other.

The factor \(1/\gamma\) is a solid angle. Near the axis \(\sqrt{\cos\theta}\simeq1-\theta^2/4\), so emission is weighted by \(e^{\gamma}e^{-\gamma\theta^2/4}\). The effective solid angle is

\[
\int_0^\infty2\pi\theta\,e^{-\gamma\theta^2/4}\,d\theta=\frac{4\pi}{\gamma},
\]

which is the fraction \(1/\gamma\) of the full sphere. The one-dimensional law would be correct within this model if the whole sphere had the axial barrier.

### The slope that an experiment would read

Poole-Frenkel data are plotted as \(\ln e\) against \(\sqrt F\). At fixed temperature \(\gamma\propto\sqrt F\), so the relevant slope is \(g'/g\), with the prime denoting \(d/d\gamma\). The one-dimensional law has slope 1 on this scale. Differentiation under the integral and one integration by parts give

\[
g'=\int_0^1s^2e^{\gamma s}ds=\frac{e^\gamma}{\gamma}-\frac2\gamma\int_0^1s\,e^{\gamma s}ds
=\frac{(\gamma^2-2\gamma+2)e^\gamma-2}{\gamma^3}.
\]

The sign of the curvature follows from reading \(g\) as an average. Give \(s=0\) the weight \(1/2\), for the up-field hemisphere, and give \(0<s\le1\) the density \(s\). The total weight is 1 and \(g=\langle e^{\gamma s}\rangle\). Then

\[
(\ln g)'=\frac{\langle s\,e^{\gamma s}\rangle}{\langle e^{\gamma s}\rangle},\qquad
(\ln g)''=\frac{\langle s^2e^{\gamma s}\rangle}{\langle e^{\gamma s}\rangle}
-\left(\frac{\langle s\,e^{\gamma s}\rangle}{\langle e^{\gamma s}\rangle}\right)^2 .
\]

The second expression is the variance of \(s\) under weights proportional to \(e^{\gamma s}\). It is positive because \(s\) is not constant. The slope therefore rises steadily from \(1/3\) at zero field towards 1, and the plot is convex. For large \(\gamma\), dropping the exponentially small terms,

\[
\frac{g'}{g}\simeq\frac{\gamma^2-2\gamma+2}{\gamma(\gamma-1)}
=1-\frac1\gamma+\frac1{\gamma(\gamma-1)} .
\]

Even at \(\gamma=10\) the slope is 0.911, and at \(\gamma=40\) it is 0.976.

### A deep donor in silicon

Take a donor whose core has charge \(q\) after emission, with \(E_b=0.30\) eV, relative permittivity 11.7 and \(T=150\) K, so that \(kT=12.93\) meV. The Coulomb constant is \(A=0.1231\) eV nm. A field of 100 kV/cm exerts a force of 0.0100 eV/nm, and

\[
r_s=\sqrt{\frac{0.1231}{0.0100}}\ \text{nm}=3.51\ \text{nm},\qquad
\delta=2\sqrt{0.1231\times0.0100}\ \text{eV}=70.2\ \text{meV}.
\]

Thus \(\gamma=70.16/12.926=5.43\). The one-dimensional factor is \(e^\gamma=228\), whereas the average is

\[
g=\frac12+\frac{1+4.428\times227.7}{5.428^2}=34.8 .
\]

The ratio is 0.153. The algebraic part \(1/\gamma-1/\gamma^2\) gives 0.150, and the remainder is the exponentially small term. At 20 kV/cm the two factors are 3.42 and 11.3; at 5 kV/cm they are 1.67 and 3.37. At 100 kV/cm half of all emission lies within 37° of the force, so the emission is directed forward but is not yet a narrow cone.

With a round attempt rate of \(10^{12}\ \text{s}^{-1}\), the zero-field rate is \(83\ \text{s}^{-1}\). At 100 kV/cm it becomes about \(2.9\times10^3\ \text{s}^{-1}\) after averaging and \(1.9\times10^4\ \text{s}^{-1}\) in one dimension.

The activation energy is also affected. Let \(b=1/kT\), and hold \(\nu\), \(F\) and \(\epsilon\) fixed while the temperature varies. Since \(\ln e=\ln\nu-E_bb+\ln g(\delta b)\),

\[
E_{\rm app}=-\frac{d\ln e}{db}=E_b-\delta\,\frac{g'}{g}.
\]

At 100 kV/cm and 150 K the slope \(g'/g\) is 0.844, so \(E_{\rm app}=0.300-0.0702\times0.844=0.241\) eV. The one-dimensional value is \(E_b-\delta=0.230\) eV. Directional averaging thus changes the apparent energy by 11 meV, while it changes the rate by a factor of 6.6.

Finally, suppose that emission obeys \(g\) but is analysed with the one-dimensional law. A least-squares line through nine values of \(\ln g\), equally spaced in \(\sqrt F\) from 20 to 100 kV/cm, has a slope of 0.776 relative to that law. Because the one-dimensional slope is proportional to \(\sqrt Z\), the apparent core charge is \(0.776^2=0.60\), although the true value is 1. The line extrapolates to 0.50 of the true zero-field rate. Its closeness to the up-field \(1/2\) is accidental, because the intercept changes with the field range: a tangent to \(\ln g\) at \(\gamma\) has the intercept \(\ln g-\gamma(\ln g)'\), whose derivative \(-\gamma(\ln g)''\) is negative, so lines taken at higher fields extrapolate to lower values.

## Second derivation: escape along randomly oriented lines

The symbols carried over are these. The field is \(F\), the Coulomb constant is \(A=q^2/(4\pi\epsilon)\), and \(r_s=\sqrt{A/(qF)}\) is the distance of the barrier top along the electric force. The greatest lowering is \(\delta=2\sqrt{AqF}\), and \(\gamma=\delta/kT\). The zero-field rate is \(e(0)=\nu e^{-E_b/kT}\), with binding energy \(E_b\) and attempt rate \(\nu\). The first derivation added the rates of all directions at one centre and found \(g=e(F)/e(0)=1/2+[1+(\gamma-1)e^\gamma]/\gamma^2\), against \(e^\gamma\) in one dimension.

Now consider a different physical system. Each centre lets its electron leave along a single half-line, fixed in the crystal. The half-lines of the many centres in the sample point in all directions with equal probability. Every centre is then a one-dimensional emitter, and the sample contains a distribution of emission rates. The quantity sought is the mean rate of the filled centres at the start of a transient.

### One emitter

Let \(x\) be the distance along the half-line and \(f\) the component of the electric force along it. The potential energy is \(-A/x-fx\). For \(f>0\), the barrier top can be found from turning points, without differentiation. An electron of energy \(-\varepsilon\), with \(\varepsilon>0\), has its turning points where

\[
-\frac Ax-fx=-\varepsilon
\quad\Longrightarrow\quad
fx^2-\varepsilon x+A=0 .
\]

If \(\varepsilon^2>4Af\) there are two turning points, and a barrier lies between them. If \(\varepsilon^2<4Af\) there are none, and the electron passes freely. The top of the barrier is the dividing case \(\varepsilon=2\sqrt{Af}\), which is the lowering relative to the zero-field threshold. The rate of this emitter, relative to zero field, is

\[
h(f)=\exp\left(\frac{2\sqrt{Af}}{kT}\right)\quad(f>0),\qquad h(f)=1\quad(f\le0).
\]

The second statement is again the up-field closure, now applied to half-lines that point against the force.

We now have Hartke's average for one centre with many directions of escape, and the relative rate \(h(f)\) of a centre that emits along a single half-line. It remains to average \(h\) over random orientations, compare what the two derivations assume, and examine the effects they leave out.
